# Link-Method Charge of a Weyl Node on Coarse Closed Surfaces: a program that tests the result

```python
"""
Result under test: the link (Fukui-Hatsugai-Suzuki) charge of a closed mesh,
    Q = sum_faces F / (2 pi),  F = -Arg(L12 L23 L31),  Lij = det(Psi_i^dagger Psi_j),
is a gauge-independent integer. For a linear Weyl node it equals sign(det V)
on every flat-faced triangulated polyhedron enclosing the node. For a nonlinear
two-band model it is guaranteed correct if lip*r < |d(centroid)| on each face.

Symbols: H = d(k).sigma + scalar; d = k @ V for a linear node; Psi_i holds the
chosen lower eigenvectors at vertex i; B is the Berry curvature for
A = i<u|grad u>; lip is a Lipschitz constant of d; r is the largest distance
from a face centroid to its vertices. Faces are oriented outward.
Lattice momenta are in units of 1/a, with a the lattice constant.
"""
import numpy as np

rng = np.random.default_rng(7)
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
HOP, MASS, K0 = 0.5, 0.5, 1.0      # eV, eV, 1/a


def lower_states(d, scalar=None):
    h = np.einsum('nj,jab->nab', d, SIGMA)
    if scalar is not None:
        h = h + scalar[:, None, None] * np.eye(2)
    return np.linalg.eigh(h)[1][:, :, :1]


def link(a, b):
    return np.linalg.det(a.conj().swapaxes(1, 2) @ b)


def face_links(states, faces):
    a, b, c = (states[faces[:, i]] for i in range(3))
    return np.array([link(a, b), link(b, c), link(c, a)])


def face_flux(states, faces):
    links = face_links(states, faces)
    assert np.abs(links).min() > 1e-10, "undefined link"
    return -np.angle(np.prod(links / np.abs(links), axis=0))


def link_charge(states, faces):
    total = face_flux(states, faces).sum() / (2 * np.pi)
    assert abs(total - round(total)) < 1e-9
    return int(round(total))


def orient(vertices, faces):
    """Orient faces outward for a surface that is star-shaped about the origin."""
    faces = np.array(faces)
    flip = np.linalg.det(vertices[faces]) < 0
    faces[flip] = faces[flip][:, [0, 2, 1]]
    return faces


def refine(vertices, faces):
    """Split each triangle into four and put new vertices on the unit sphere."""
    points, known, new = list(vertices), {}, []

    def middle(i, j):
        key = (min(i, j), max(i, j))
        if key not in known:
            p = points[i] + points[j]
            known[key] = len(points)
            points.append(p / np.linalg.norm(p))
        return known[key]

    for a, b, c in faces:
        ab, bc, ca = middle(a, b), middle(b, c), middle(c, a)
        new += [[a, ab, ca], [ab, b, bc], [ca, bc, c], [ab, bc, ca]]
    return np.array(points), np.array(new)


def lattice_model(k):
    """Return d (eV) and jac[n, i, j] = derivative of d_j with respect to k_i."""
    x, y, z = k.T
    d = np.stack([HOP * np.sin(x), HOP * np.sin(y),
                  HOP * (np.cos(z) - np.cos(K0))
                  - MASS * (2 - np.cos(x) - np.cos(y))], axis=1)
    jac = np.zeros((len(k), 3, 3))
    jac[:, 0, 0], jac[:, 1, 1] = HOP * np.cos(x), HOP * np.cos(y)
    jac[:, 0, 2], jac[:, 1, 2] = -MASS * np.sin(x), -MASS * np.sin(y)
    jac[:, 2, 2] = -HOP * np.sin(z)
    return d, jac


def multi_weyl(order):
    def model(k):
        q = k[:, 0] + 1j * k[:, 1]
        f, g = q**order, order * q**(order - 1)
        d = np.stack([f.real, f.imag, k[:, 2]], axis=1)
        jac = np.zeros((len(k), 3, 3))
        jac[:, 0, 0], jac[:, 0, 1] = g.real, g.imag
        jac[:, 1, 0], jac[:, 1, 1] = (1j * g).real, (1j * g).imag
        jac[:, 2, 2] = 1
        return d, jac
    return model


def curvature(d, jac):
    """Lower-band Berry curvature from the sum over states."""
    energy, u = np.linalg.eigh(np.einsum('nj,jab->nab', d, SIGMA))
    dh = np.einsum('nij,jab->niab', jac, SIGMA)
    m = np.einsum('na,niab,nb->ni', u[:, :, 0].conj(), dh, u[:, :, 1])
    gap = energy[:, 1] - energy[:, 0]
    return -np.cross(m, m.conj()).imag / gap[:, None]**2


def sphere_charge(model, center, radius, n=64):
    c, w = np.polynomial.legendre.leggauss(n)
    phi = 2 * np.pi * np.arange(2 * n) / (2 * n)
    cc, pp = np.meshgrid(c, phi, indexing='ij')
    s = np.sqrt(1 - cc**2)
    normal = np.stack([s * np.cos(pp), s * np.sin(pp), cc], axis=-1).reshape(-1, 3)
    weight = np.repeat(w, 2 * n) * np.pi / n * radius**2
    b = curvature(*model(center + radius * normal))
    return np.sum(weight * np.sum(b * normal, axis=1)) / (2 * np.pi)


def certificate_ratio(k, faces):
    """Largest lip*r/|d(centroid)|; below one the coarse charge is guaranteed."""
    lip = np.sqrt(3) * max(HOP, MASS)
    centroid = k[faces].mean(axis=1)
    r = np.linalg.norm(k[faces] - centroid[:, None], axis=2).max(axis=1)
    return np.max(lip * r / np.linalg.norm(lattice_model(centroid)[0], axis=1))


# ---------- meshes ----------
tet_v = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
tet_f = orient(tet_v, [[0, 1, 2], [0, 1, 3], [0, 2, 3], [1, 2, 3]])
oct_v = np.vstack([np.eye(3), -np.eye(3)])
oct_f = orient(oct_v, [[i, j, k] for i in (0, 3) for j in (1, 4) for k in (2, 5)])
meshes = [("tetrahedron", tet_v, tet_f), ("octahedron", oct_v, oct_f)]
for level in (1, 2, 3):
    v, f = refine(meshes[-1][1], meshes[-1][2])
    meshes.append((f"refined {level}x", v, f))

# ---------- isotropic node: equal fluxes ----------
print("Isotropic linear node, lower band")
for name, v, f in meshes[:2]:
    flux = face_flux(lower_states(v), f)
    assert np.allclose(flux, 2 * np.pi / len(f), atol=1e-12)
    print(f"  {name}: {len(v)} points, face flux {flux[0]:.6f} rad,"
          f" Q = {link_charge(lower_states(v), f)}")

# ---------- anisotropic, overtilted linear node: flux face by face ----------
V = np.array([[0.4, 0.1, 0.0], [0.0, 0.3, 0.1], [0.1, 0.0, 0.2]])   # eV nm
tilt = np.array([0.0, 0.0, 0.6])                                    # eV nm
assert np.linalg.norm(np.array([0, 0, 1.0]) @ V) < tilt[2]
flux = face_flux(lower_states(tet_v @ V, tet_v @ tilt), tet_f)
g, wg = np.polynomial.legendre.leggauss(80)
g, wg = (g + 1) / 2, wg / 2
s, q = (x.ravel() for x in np.meshgrid(g, g, indexing='ij'))
w2 = np.outer(wg, wg).ravel()
integrals = []
for a, b, c in tet_v[tet_f]:
    k = a + s[:, None] * (b - a) + (s * q)[:, None] * (c - b)
    area = np.cross(b - a, c - a)
    berry = curvature(k @ V, np.broadcast_to(V, (len(k), 3, 3)))
    closed = np.linalg.det(V) * k / (2 * np.linalg.norm(k @ V, axis=1)**3)[:, None]
    assert np.allclose(berry, closed, rtol=1e-8, atol=1e-8)
    integrals.append(np.sum(w2 * s * (berry @ area)))
integrals = np.array(integrals)
n = tet_v @ V
n /= np.linalg.norm(n, axis=1)[:, None]
a, b, c = (n[tet_f[:, i]] for i in range(3))
dot = lambda x, y: np.sum(x * y, axis=1)
half_angle = np.arctan2(dot(a, np.cross(b, c)), 1 + dot(a, b) + dot(b, c) + dot(c, a))
assert np.allclose(flux, integrals, atol=1e-7)
assert np.allclose(flux, half_angle, atol=1e-11)
print("Anisotropic overtilted node on the unit-radius (1/nm) tetrahedron")
print("  V rows (eV nm):", V.tolist(), " tilt (eV nm):", tilt.tolist())
print(f"  det V = {np.linalg.det(V):.4f} (eV nm)^3")
for i in range(4):
    print(f"  face {i+1}: link flux {flux[i]:.8f}, integral {integrals[i]:.8f} rad")
print(f"  Q = {round(flux.sum() / (2 * np.pi))}")

# ---------- random linear nodes and random tetrahedra ----------
counts = {-1: 0, 0: 0, 1: 0}
for _ in range(800):
    matrix, v = rng.normal(size=(3, 3)), rng.normal(size=(4, 3))
    bary = np.linalg.solve(np.vstack([v.T, np.ones(4)]), [0, 0, 0, 1])
    f = np.array([[1, 2, 3], [0, 3, 2], [0, 1, 3], [0, 2, 1]])
    if np.dot(np.cross(v[2] - v[1], v[3] - v[1]), v[1] - v[0]) < 0:
        f = f[:, [0, 2, 1]]
    expected = int(np.sign(np.linalg.det(matrix))) if np.all(bary > 0) else 0
    assert link_charge(lower_states(v @ matrix), f) == expected
    counts[expected] += 1
assert min(counts.values()) > 10
print("Random linear nodes and tetrahedra, all correct")
print(f"  cases with charge -1, 0, +1: {counts[-1]}, {counts[0]}, {counts[1]}")

# ---------- lattice model ----------
node = np.array([0, 0, K0])
print(f"Lattice model: t = {HOP} eV, m = {MASS} eV, k0 = {K0} /a")
results = {}
for radius in (0.5, 1.5):
    exact = sphere_charge(lattice_model, node, radius)
    assert abs(exact + 1) < 1e-6
    print(f"  radius {radius} /a: curvature integral C = {exact:.8f}")
    for name, v, f in meshes:
        k = node + radius * v
        states = lower_states(lattice_model(k)[0])
        charge = link_charge(states, f)
        ratio = certificate_ratio(k, f)
        results[radius, name] = charge
        if ratio < 1:
            assert charge == -1
        print(f"    {name}, {len(v)} pts: Q={charge}, min|L|="
              f"{np.abs(face_links(states, f)).min():.3f}, max|F|="
              f"{np.abs(face_flux(states, f)).max():.3f} rad, ratio={ratio:.3f}")
assert all(results[0.5, name] == -1 for name, _, _ in meshes)
assert results[1.5, "tetrahedron"] == 0 and results[1.5, "refined 3x"] == -1
mirror = link_charge(lower_states(lattice_model(-node + 0.5 * oct_v)[0]), oct_f)
both = link_charge(lower_states(lattice_model(1.5 * oct_v)[0]), oct_f)
assert mirror == 1 and both == 0
print(f"  octahedron around -k0: Q = {mirror}; around both nodes: Q = {both}")
tri = (node + 0.5 * oct_v)[oct_f]
area = np.cross(tri[:, 1] - tri[:, 0], tri[:, 2] - tri[:, 0]) / 2
midpoint = np.sum(curvature(*lattice_model(tri.mean(axis=1))) * area) / (2 * np.pi)
assert abs(midpoint - round(midpoint)) > 0.05
print(f"  octahedron, radius 0.5 /a, midpoint curvature sum: {midpoint:.4f}")

# ---------- gauge freedom and arbitrary vertex states ----------
states = lower_states(lattice_model(node + 0.5 * oct_v)[0])
phase = np.exp(2j * np.pi * rng.random(len(states)))
changed = states * phase[:, None, None]
shift = np.abs(np.angle(face_links(changed, oct_f) / face_links(states, oct_f))).max()
flux_shift = np.abs(face_flux(changed, oct_f) - face_flux(states, oct_f)).max()
assert shift > 0.1 and flux_shift < 1e-12
print(f"Random gauge: largest link-phase change {shift:.3f} rad")
print(f"  largest face-flux change {flux_shift:.1e} rad")
seen = set()
for _ in range(300):
    z = rng.normal(size=(6, 2, 1)) + 1j * rng.normal(size=(6, 2, 1))
    seen.add(link_charge(z / np.linalg.norm(z, axis=1, keepdims=True), oct_f))
assert len(seen) > 1
print(f"  integers from random vertex states: {sorted(seen)}")

# ---------- certificate on random surfaces ----------
_, v3, f3 = meshes[-1]
certified = {-1: 0, 0: 0, 1: 0}
for _ in range(200):
    center = rng.uniform([-0.4, -0.4, -1.8], [0.4, 0.4, 1.8])
    k_rel = rng.uniform(0.3, 1.2) * v3
    if certificate_ratio(center + k_rel, f3) >= 1:
        continue
    enclosed = 0
    for position, charge in ((K0, -1), (-K0, 1)):
        p = np.array([0, 0, position]) - center
        columns = k_rel[f3].swapaxes(1, 2)
        rhs = np.broadcast_to(p[:, None], (len(f3), 3, 1))
        weights = np.linalg.solve(columns, rhs)[:, :, 0]
        hit = np.all(weights >= -1e-12, axis=1)
        enclosed += charge * int(weights[hit].sum(axis=1).min() < 1)
    found = link_charge(lower_states(lattice_model(center + k_rel)[0]), f3)
    assert found == enclosed
    certified[found] += 1
assert min(certified.values()) > 3
print("Certified random surfaces, all correct")
print(f"  cases with charge -1, 0, +1: {certified[-1]}, {certified[0]}, {certified[1]}")

# ---------- aliasing on bipyramids around multi-Weyl nodes ----------


def bipyramid(count):
    phi = 2 * np.pi * np.arange(count) / count
    ring = np.stack([np.cos(phi), np.sin(phi), 0 * phi], axis=1)
    v = np.vstack([ring, [[0, 0, 1], [0, 0, -1]]])
    f = []
    for i in range(count):
        j = (i + 1) % count
        f += [[count, i, j], [count + 1, j, i]]
    return v, np.array(f)


for order in (2, 3):
    assert abs(sphere_charge(multi_weyl(order), np.zeros(3), 1.0) - order) < 1e-6
    for count in (3, 4, 5, 7, 8):
        if 2 * order == count or (order == 2 and count == 4):
            continue
        v, f = bipyramid(count)
        alias = order - count * round(order / count)
        assert link_charge(lower_states(multi_weyl(order)(v)[0]), f) == alias
print("Double Weyl node, curvature integral C ="
      f" {sphere_charge(multi_weyl(2), np.zeros(3), 1.0):.8f}")
for count in (3, 5, 7):
    v, f = bipyramid(count)
    states = lower_states(multi_weyl(2)(v)[0])
    print(f"  {count} equatorial points: Q = {link_charge(states, f)},"
          f" max|F| = {np.abs(face_flux(states, f)).max():.4f} rad")
v, f = bipyramid(4)
smallest = np.abs(face_links(lower_states(multi_weyl(2)(v)[0]), f)).min()
assert smallest < 1e-12
print(f"  4 equatorial points: smallest |L| = {smallest:.1e} (undefined)")

# ---------- two occupied bands, coupled equal-chirality nodes ----------
coupling = 0.2
stretch = np.array([1.5, 1.0, 0.7])
h4 = np.zeros((6, 4, 4), complex)
h4[:, :2, :2] = np.einsum('nj,jab->nab', oct_v, SIGMA)
h4[:, 2:, 2:] = np.einsum('nj,jab->nab', oct_v * stretch, SIGMA)
h4[:, :2, 2:] = h4[:, 2:, :2] = coupling * np.eye(2)
energy, vectors = np.linalg.eigh(h4)
occupied = vectors[:, :, :2]
raw = rng.normal(size=(6, 2, 2)) + 1j * rng.normal(size=(6, 2, 2))
unitary = np.array([np.linalg.qr(x)[0] for x in raw])
rotated = occupied @ unitary
assert np.allclose(face_flux(occupied, oct_f), face_flux(rotated, oct_f), atol=1e-11)
assert link_charge(rotated, oct_f) == 2
print(f"Two coupled nodes, velocity factors {stretch.tolist()}, coupling {coupling}")
print(f"  smallest vertex gap {np.min(energy[:, 2] - energy[:, 1]):.4f}"
      f" (model units), Q = {link_charge(rotated, oct_f)}")
print("done: every assertion held")
```

Running it gives:

```
Isotropic linear node, lower band
  tetrahedron: 4 points, face flux 1.570796 rad, Q = 1
  octahedron: 6 points, face flux 0.785398 rad, Q = 1
Anisotropic overtilted node on the unit-radius (1/nm) tetrahedron
  V rows (eV nm): [[0.4, 0.1, 0.0], [0.0, 0.3, 0.1], [0.1, 0.0, 0.2]]  tilt (eV nm): [0.0, 0.0, 0.6]
  det V = 0.0250 (eV nm)^3
  face 1: link flux 1.91848226, integral 1.91848226 rad
  face 2: link flux 1.57778228, integral 1.57778228 rad
  face 3: link flux 1.72390971, integral 1.72390971 rad
  face 4: link flux 1.06301105, integral 1.06301105 rad
  Q = 1
Random linear nodes and tetrahedra, all correct
  cases with charge -1, 0, +1: 45, 704, 51
Lattice model: t = 0.5 eV, m = 0.5 eV, k0 = 1.0 /a
  radius 0.5 /a: curvature integral C = -1.00000000
    tetrahedron, 4 pts: Q=-1, min|L|=0.317, max|F|=2.004 rad, ratio=5.356
    octahedron, 6 pts: Q=-1, min|L|=0.613, max|F|=1.028 rad, ratio=2.754
    refined 1x, 18 pts: Q=-1, min|L|=0.788, max|F|=0.339 rad, ratio=1.454
    refined 2x, 66 pts: Q=-1, min|L|=0.926, max|F|=0.094 rad, ratio=0.744
    refined 3x, 258 pts: Q=-1, min|L|=0.980, max|F|=0.027 rad, ratio=0.377
  radius 1.5 /a: curvature integral C = -1.00000000
    tetrahedron, 4 pts: Q=0, min|L|=0.229, max|F|=0.490 rad, ratio=5.771
    octahedron, 6 pts: Q=-1, min|L|=0.399, max|F|=1.384 rad, ratio=3.100
    refined 1x, 18 pts: Q=-1, min|L|=0.685, max|F|=0.847 rad, ratio=2.393
    refined 2x, 66 pts: Q=-1, min|L|=0.757, max|F|=0.419 rad, ratio=1.733
    refined 3x, 258 pts: Q=-1, min|L|=0.876, max|F|=0.155 rad, ratio=1.039
  octahedron around -k0: Q = 1; around both nodes: Q = 0
  octahedron, radius 0.5 /a, midpoint curvature sum: -1.5970
Random gauge: largest link-phase change 3.068 rad
  largest face-flux change 4.4e-16 rad
  integers from random vertex states: [-1, 0, 1]
Certified random surfaces, all correct
  cases with charge -1, 0, +1: 35, 34, 40
Double Weyl node, curvature integral C = 2.00000000
  3 equatorial points: Q = -1, max|F| = 1.0472 rad
  5 equatorial points: Q = 2, max|F| = 1.2566 rad
  7 equatorial points: Q = 2, max|F| = 0.8976 rad
  4 equatorial points: smallest |L| = 6.5e-17 (undefined)
Two coupled nodes, velocity factors [1.5, 1.0, 0.7], coupling 0.2
  smallest vertex gap 1.2000 (model units), Q = 2
done: every assertion held
```
